\section*{Parabolic filament constrictions and departures from quantized Landauer conductance}

A conducting filament lies along $x$ and has a circular neck of radius
\begin{equation}
R(x)=R_0+\frac{x^2}{2R_c},
\end{equation}
where $R_0$ is the smallest radius and $R_c$ the radius of curvature of the wall profile. Electrons of band mass $m$ move freely inside and are stopped by a hard wall at $r=R(x)$. Energies are measured from the band bottom of the filament, and $E_F$ is the Fermi energy. The derivation uses Hartree atomic units, with $\hbar=m_e=e=1$ and $e$ the magnitude of the electron charge; the conductance quantum is then $G_0=2e^2/h=1/\pi$. Transport is coherent, spin degenerate and free of disorder, the contacts absorb electrons without reflection, and interactions enter at most through a mean potential.

At fixed $x$ the transverse states are $\chi_j\propto J_M(jr/R)e^{\pm iM\theta}$, where the wall requires $J_M(j)=0$. Their degeneracy is $g_j=1$ for $M=0$ and $g_j=2$ otherwise, and their energy is $j^2/[2mR(x)^2]$. Write the wave function as $\sum_j c_j(x)\chi_j(r,\theta;x)$. If the derivatives of $\chi_j$ with respect to $x$ are dropped, each $c_j$ obeys a one-dimensional wave equation with this energy as its potential. With $q=x^2/(2R_0R_c)$ and $R=R_0(1+q)$,
\begin{equation}
E_j(x)=E_j(1+q)^{-2}=E_j(1-2q+3q^2-\dots),\qquad E_j=\frac{j^2}{2mR_0^2}.
\end{equation}
The term linear in $q$ is $-E_jx^2/(R_0R_c)$. Setting it equal to $-\tfrac12m\Omega_j^2x^2$ gives $\Omega_j^2=2E_j/(mR_0R_c)$, and the substitution $1/m=2E_jR_0^2/j^2$ yields
\begin{equation}
\Omega_j=\frac{2E_j}{j}\,\rho,\qquad \rho=\sqrt{\frac{R_0}{R_c}} .
\end{equation}
The neck thus fixes both the height $E_j$ and the curvature energy $\Omega_j$ of the barrier.

The parabola is the leading term for small $\rho$. The natural length at its top is $(m\Omega_j)^{-1/2}$, where $q=\rho/(2j)$. The first omitted term, $3E_jq^2$, divided by $\Omega_j$, is there $3\rho/(8j)$. The dropped derivatives of $\chi_j$ are proportional to $R'/R=x/(R_0R_c)$ near the neck. Since $\chi_j$ varies across the neck on a scale $R/j$, their diagonal energy is of order $j^2(R'/R)^2/(2m)$. At the natural length this is smaller than $\Omega_j$ by a factor of order $\rho^2$. The shape of the barrier, which enters in first order in $\rho$, is therefore the larger correction in a sufficiently smooth neck.

To find the transmission of the parabola, set $x=X/\sqrt{m\Omega}$ and $p=\sqrt{m\Omega}\,P$, so that $[X,P]=i$. The Hamiltonian of one channel, with its index omitted, becomes
\begin{equation}
\frac{H-E_j}{\Omega}=\frac{P^2-X^2}{2}.
\end{equation}
Introduce $u=(P+X)/\sqrt2$ and $v=(P-X)/\sqrt2$. Then
\begin{align}
[u,v]&=\tfrac12\left(-[P,X]+[X,P]\right)=i,\\
uv+vu&=\tfrac12(P^2-PX+XP-X^2)+\tfrac12(P^2+PX-XP-X^2)=P^2-X^2 .
\end{align}
The Hamiltonian is therefore $E_j+\Omega(uv+vu)/2$. Since $[uv+vu,u]=-2iu$ and $[uv+vu,v]=2iv$, the Heisenberg equations are
\begin{equation}
\dot u=i[H,u]=\Omega u,\qquad \dot v=i[H,v]=-\Omega v .
\end{equation}
Thus $u$ grows, $v$ decays, and neither changes sign. From $X=(u-v)/\sqrt2$ and $P=(u+v)/\sqrt2$, early times have $X\simeq-v/\sqrt2$ and $P\simeq v/\sqrt2$, so $v>0$ means arrival from the left. Late times have $X\simeq u/\sqrt2$, so $u>0$ means departure to the right. Transmission is the probability that a state with $v>0$ has $u>0$.

In the $v$ representation $u=i\,d/dv$, which satisfies $[u,v]=i$. A state of energy $E=E_j+\varepsilon\Omega$ obeys
\begin{equation}
i\left(v\frac{d}{dv}+\frac12\right)f=\varepsilon f
\quad\Longrightarrow\quad f(v)=v^{-1/2-i\varepsilon}\quad(v>0),
\end{equation}
and $f=0$ for $v<0$ when nothing arrives from the right. Its $u$ representation is the Fourier transform
\begin{equation}
g(u)=\frac1{\sqrt{2\pi}}\int_0^\infty v^{s-1}e^{iuv}\,dv,\qquad s=\tfrac12-i\varepsilon ,
\end{equation}
understood with a factor $e^{-\eta v}$ and $\eta\to0^+$. For $u>0$ the contour may be turned to $v=iy/u$, and for $u<0$ to $v=-iy/|u|$, because the integrand decays in the sector crossed. The exponential becomes $e^{-y}$, and the factor $v^{s-1}dv$ becomes $(\pm i/|u|)^s y^{s-1}dy$. Hence
\begin{equation}
g(u)=\frac{\Gamma(s)}{\sqrt{2\pi}}\,|u|^{-s}e^{\pm i\pi s/2},\qquad
\left|e^{\pm i\pi s/2}\right|=e^{\pm\pi\varepsilon/2},
\end{equation}
with the upper sign for $u>0$.

In the variables $\ln v$ and $\ln|u|$ these power laws are plane waves with measures $dv/v$ and $du/|u|$. For a wave packet, the probability at each energy is consequently the ratio of $|u||g|^2$ to $v|f|^2=1$. The reflection formula gives $|\Gamma(\tfrac12-i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$, so the two probabilities are
\begin{equation}
w_\pm=\frac{e^{\pm\pi\varepsilon}}{2\cosh\pi\varepsilon},\qquad w_++w_-=1 .
\end{equation}
The first is the transmission:
\begin{equation}
T_j(E)=\frac{1}{1+\exp[2\pi(E_j-E)/\Omega_j]} .
\end{equation}
This is exact for the parabola. Direct integration of the wave equation at $\varepsilon=0.3$ gives 0.86819, against 0.86818 from the formula.

Far below the top, $T_j\simeq e^{-2\pi\Phi/\Omega_j}$ with $\Phi=E_j-E$. The semiclassical tunnelling exponent agrees: the turning points are $\pm a$ with $a=\sqrt{2\Phi/m}/\Omega_j$, and
\begin{equation}
2\int_{-a}^{a}\sqrt{2m\Phi(1-x^2/a^2)}\,dx=\pi a\sqrt{2m\Phi}=\frac{2\pi\Phi}{\Omega_j}.
\end{equation}
For the parabola, reflection far above the top does not stop at once but falls as $e^{-2\pi(E-E_j)/\Omega_j}$.

To obtain the current, count right-moving states. With two spins there are $2\,dk/(2\pi)$ states per unit length, each moving at velocity $dE/dk$. The product is $dE/\pi$, so velocity and density of states cancel. Subtracting the electrons that come from the right gives the particle current
\begin{equation}
I=G_0\int\sum_j g_jT_j(E)\,[f_L(E)-f_R(E)]\,dE ,
\end{equation}
where $f_L$ and $f_R$ are the Fermi functions of the contacts, with chemical potentials $E_F\pm V/2$. For small $V$ at zero temperature,
\begin{equation}
\frac{G}{G_0}=\sum_j\frac{g_j}{1+\exp[2\pi(E_j-E_F)/\Omega_j]} .
\end{equation}

For one channel, the linear conductance depends on height and curvature through the single ratio $\Phi_j/\Omega_j$, where now $\Phi_j=E_j-E_F$. Its response to curvature at fixed height is
\begin{equation}
\frac{\partial T_j}{\partial\Omega_j}=\frac{2\pi\Phi_j}{\Omega_j^2}\,T_j(1-T_j).
\end{equation}
For a parabolic barrier, sharper curvature helps an electron below the top, by thinning the barrier, and hinders one above it, by increasing reflection. At $\Phi_j=0$ the transmission of the parabola is one half for every curvature; close to the top, the true shape of a neck changes these statements. Absolute height alone therefore does not determine the departure from a quantized value.

Near the first plateau the departure has two parts of opposite sign,
\begin{equation}
\frac{G}{G_0}-1=-(1-T_1)+\sum_{j>1}g_jT_j ,
\end{equation}
incomplete opening of the first channel and leakage through the higher ones. The first stays below $\delta$ when $E_F-E_1\geq(\Omega_1/2\pi)\ln(1/\delta-1)$; for $\delta=1\%$ this clearance is $0.731\,\Omega_1$. The second channel, with $g_2=2$, leaks less than $\delta$ when $E_2-E_F\geq(\Omega_2/2\pi)\ln(2/\delta-1)$. Add the two conditions and insert $E_j\propto j^2$ and $\Omega_j=2E_j\rho/j$. A Fermi energy satisfying both exists if
\begin{equation}
\rho\leq\frac{\pi(j_2^2-j_1^2)}{j_1\ln(1/\delta-1)+j_2\ln(2/\delta-1)} ,
\end{equation}
with $j_1=2.405$ and $j_2=3.832$. For $\delta=1\%$ the bound is $\rho\leq0.89$. Since this $\rho$ is not small, the number is a guide and not a sharp limit for a real neck. A plateau thus needs barrier tops separated by more than their tunnelling widths. Because the two parts can cancel, an integer conductance is not sufficient evidence of a plateau. A plateau must also have a small slope:
\begin{equation}
\frac{1}{G_0}\frac{dG}{dE_F}=\sum_jg_j\frac{2\pi}{\Omega_j}T_j(1-T_j).
\end{equation}

Finite bias separates height from curvature. At zero temperature the energy integral is elementary, since $\int T_j\,dE=(\Omega_j/2\pi)\ln[1+e^{2\pi(E-E_j)/\Omega_j}]$:
\begin{equation}
I=G_0\sum_j\frac{g_j\Omega_j}{2\pi}\ln\frac{1+e^{2\pi(E_F+V/2-E_j)/\Omega_j}}{1+e^{2\pi(E_F-V/2-E_j)/\Omega_j}} .
\end{equation}
For small bias and temperature, regard $(f_L-f_R)/V$ as a weight of unit area, even about $E_F$. It is a box of width $V$ convolved with the thermal derivative $-f'$, so its variance is $V^2/12+\pi^2(kT)^2/3$. Here $kT$ is the thermal energy, while $T_1$ remains the transmission. Expanding $T_1(E)$ to second order about $E_F$ gives, for one channel,
\begin{align}
\frac{I}{G_0V}&\simeq T_1+T_1''\left[\frac{V^2}{24}+\frac{\pi^2(kT)^2}{6}\right],\\
T_1''&=\left(\frac{2\pi}{\Omega_1}\right)^2T_1(1-T_1)(1-2T_1),
\end{align}
valid when $V$ and $kT$ are small compared with $\Omega_1/2\pi$. If $K$ is the coefficient of $V^2$ at low temperature, then $K=T_1''/24$ and
\begin{equation}
\Omega_1=2\pi\sqrt{\frac{T_1(1-T_1)(1-2T_1)}{24K}},\qquad
\Phi_1=\frac{\Omega_1}{2\pi}\ln\left(\frac1{T_1}-1\right).
\end{equation}
The inversion is ill conditioned near $T_1=\tfrac12$, where $K$ vanishes, and near $T_1=1$, where the small difference $1-T_1$ must be known accurately. Near $T_1=0$ the difficulty is different. $K$ is small in absolute terms, but $K/T_1$ reaches its largest value, $(2\pi/\Omega_1)^2/24$, and the formulas are well conditioned. The weakness there is that the electron tunnels far below the top, where a real neck departs most from the parabola.

This inversion assumes that the voltage divides equally on the two sides of the barrier top. If the fractions are $\tfrac12\pm a$, $I/V$ acquires a term $aT_1'V$ linear in the bias and $K$ is multiplied by $1+12a^2$. The linear term can exceed the quadratic one already for $a$ of a few percent, so $K$ must be taken from the part of $I/V$ even in $V$; for $a=0.1$ the remaining factor lowers both inferred energies by about 5%. The inversion also assumes a parabolic barrier that is unchanged by bias. A uniform field $F$ adds $-Fx$, and completing the square gives
\begin{equation}
-\tfrac12m\Omega^2x^2-Fx=-\tfrac12m\Omega^2\left(x+\frac{F}{m\Omega^2}\right)^2+\frac{F^2}{2m\Omega^2}.
\end{equation}
The curvature stays the same, but the top rises relative to the potential at the centre. If the voltage falls over a length $2\sqrt{R_0R_c}$, the identity $m\Omega_j^2=2E_j/(R_0R_c)$ makes the rise $V^2/(16E_j)$. Its contribution to $K$ is then roughly $-(2\pi/\Omega_1)T_1(1-T_1)/(16E_1)$. This is an estimate, because it treats the barrier as a parabola and the field as uniform well beyond the neck. An effect of this size must be considered when the inversion is applied to such a device.

For a numerical example take $E_F=1$ eV, $m=m_e$ and $R_c=2$ nm. With $\hbar^2/2m_e=0.0381$ eV nm$^2$ and $R_0=0.50$ nm,
\begin{align}
E_1&=\frac{0.0381\times2.405^2}{0.50^2}=0.881\ \mathrm{eV},\\
\hbar\Omega_1&=\frac{2\times0.881}{2.405}\sqrt{\frac{0.50}{2}}=0.367\ \mathrm{eV},\\
\frac{G}{G_0}&=\frac{1}{1+e^{-2\pi(1-0.881)/0.367}}=0.884 ,
\end{align}
or 68.5 $\mu$S, where unrounded intermediate values have been used; higher channels are negligible. The barrier top lies below the Fermi energy, yet the conductance is 12% below $G_0$.

At fixed $R_c$ and $E_F$, radii of 0.45, 0.50 and 0.60 nm give 0.216, 0.884 and 1.001 $G_0$. The last lies on a plateau, with a slope of $0.015\,G_0$ per eV. At 0.75 nm the conductance is $2.05\,G_0$, but the slope is $9.9\,G_0$ per eV: the first channel is open and the doubly degenerate second one is about half open. This near-integer value is no plateau. At fixed $R_0=0.60$ nm, reducing $R_c$ from 2 to 0.5 nm raises $\hbar\Omega_1$ from 0.279 to 0.558 eV. The formula then gives an opening defect of 1.2% and a second-channel leakage of 3.9%, but a net excess of only 2.7%. That neck has $R_c<R_0$, outside the smooth regime, so it illustrates the cancellation and is not a reliable prediction.

The parabola can be compared with a calculation that keeps the full barrier and eight coupled radial modes for each of $M=0,\pm1$. There the neck opens into a wire of radius $R_0+1$ nm, with the same curvature at its centre. At $R_0=0.50$ nm this gives $0.905\,G_0$ instead of 0.884, and at 0.75 nm 2.15 instead of 2.05. At 0.40 nm, in the tunnelling regime, it gives 0.0059 instead of 0.0097, so a small absolute error can be a large relative one. At 0.60 nm it gives 0.9998, so the small excess in 1.001 belongs to the parabola. The last digits are not converged: completing the mode basis moves 0.905 to 0.906 and 0.0059 to 0.0057. Changing the widening from 0.5 to 2 nm spreads the results over 0.908 to 0.906, 2.16 to 2.14 and 0.0055 to 0.0059. For the full first-mode barrier without mixing, with $R_0=0.50$ nm and $E=E_1$, the transmission exceeds one half by 0.053 at $R_c=2$ nm and by 0.027 at 8 nm. About a seventh of this comes from the opening into the wire; the wall $R_0+x^2/2R_c$ alone gives 0.046 and 0.023. Halving the error for a fourfold $R_c$ agrees with the estimate proportional to $\rho$.

For $R_0=0.50$ nm, raising the temperature to 300 K lowers the conductance from 0.884 to $0.861\,G_0$. The expansion predicts a shift of $-0.025$: the thermal energy is $300/677=0.443$ of $\hbar\Omega_1/2\pi$, and $0.884\times0.116\times(-0.769)\times0.443^2\times\pi^2/6=-0.025$. The integral gives $-0.023$. At zero temperature and fixed barrier, $I/V$ falls to $0.875\,G_0$ at 0.1 V and $0.765\,G_0$ at 0.4 V. The field tilt raises the top by 0.7 and 11 meV respectively; with the zero-bias slope of $1.75\,G_0$ per eV, the larger rise would remove about another $0.02\,G_0$.

At $R_0=0.45$ nm, inverting fixed-barrier currents calculated at 0.02 and 0.04 V returns $\hbar\Omega_1=0.430$ eV and $\Phi_1=0.088$ eV, against input values of 0.429 and 0.088 eV. These currents come from the parabola itself, so the agreement does not include the error caused by the true shape of the barrier. That error is not small. The full first-mode barrier returns $\hbar\Omega_1$ about 1% low and $\Phi_1$ about 12% low, and with mode mixing the two are about 6% and 14% low. At $R_0=0.40$ nm the first-mode barrier returns $\hbar\Omega_1$ about 15% low. In the estimate above, the tilt would reduce $K$ by the fraction $3\hbar\Omega_1/[4\pi E_1(1-2T_1)]=0.17$. Ignoring it would make both inferred energies about a tenth too large.

These parameters are illustrative choices, not measured properties of a filament. A Fermi energy of 1 eV describes a low-density conductor. For a simple metal with $E_F=5.5$ to 7 eV the same 0.50 nm neck would give 6 to $8\,G_0$, and the first channel would open near $R_0=0.2$ nm, the size of a single atom, where a smooth free-electron neck is no longer an adequate model. The model radius is especially uncertain. Replacing the hard wall at 0.50 nm by a barrier 3 eV above the band bottom, such as a surrounding oxide might provide, with the same electron mass inside it, lowers $E_1$ to 0.579 eV. This is the first level of a hard-walled neck of radius 0.617 nm, for which the model gives $1.002\,G_0$ instead of 0.884. Thus $R_0$ must be read as an effective electronic radius. With the hard wall kept, a band mass of $0.8\,m_e$ lowers the result to $0.199\,G_0$, while a series resistance of 1 k$\Omega$ changes 0.884 to $0.828\,G_0$. A real neck this narrow is only a few atoms across, so a smooth wall is a strong idealization. The change of $0.67\,G_0$ between radii of 0.45 and 0.50 nm indicates how much an atomic rearrangement could matter. Disorder and charge rearrangement are not sized here. A measured non-integer conductance therefore does not by itself identify a barrier height or curvature. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
hbar^2/(2 m_e) = 0.03810 eV nm^2; 2e^2/h = 77.481 uS
inputs: E_F = 1.00 eV, Rc = 2.00 nm, band mass = 1 m_e
Parabola: (E-top)/(hbar Omega), T by integration, T by formula
  -1.00  0.00186  0.00186
  -0.30  0.13182  0.13182
   0.00  0.49999  0.50000
   0.30  0.86819  0.86818
   1.00  0.99814  0.99814
clearance for 1% defect = 0.7313 hbar Omega
R0/nm, E1, hbarOm1, E2, hbarOm2 (eV), G parabola, G whole neck (2e^2/h), dG/dE (1/eV)
  0.40 1.3771 0.5122 3.4961 0.8161 0.0097 0.0059 0.118
  0.45 1.0881 0.4292 2.7624 0.6839 0.2159 0.2361 2.478
  0.50 0.8814 0.3665 2.2375 0.5839 0.8843 0.9054 1.754
  0.60 0.6121 0.2788 1.5538 0.4442 1.0006 0.9998 0.015
  0.70 0.4497 0.2212 1.1416 0.3525 1.1484 1.1377 2.449
  0.75 0.3917 0.1995 0.9945 0.3179 2.0548 2.1508 9.854
R0 = 0.60 nm, Rc varied: Rc/nm, hbarOm1/eV, 1-T1, leakage 2*T2, G/(2e^2/h)
  0.5 0.5576 1.25e-02 3.90e-02 1.02674
  2.0 0.2788 1.60e-04 7.92e-04 1.00063
  8.0 0.1394 2.55e-08 3.14e-07 1.00000
E = E1, R0 = 0.50 nm, uncoupled true barrier: T-1/2 = 0.0534 (Rc 2 nm), 0.0268 (Rc 8 nm)
mode convergence, R0 = 0.50 nm: T = 0.9051 (6 modes), 0.9057 (12 modes)
I-V inversion, R0 = 0.45 nm: hbarOm1 = 0.4304 eV, E1-E_F = 0.0883 eV
  direct values: 0.4292 eV, 0.0881 eV
Sizes of effects at R0 = 0.50 nm, Rc = 2 nm:
  zero-temperature G = 0.8843 (2e^2/h) = 68.52 uS
  G at 300 K = 0.8609 (2e^2/h); hbarOm1/(2 pi k_B) = 677 K
  bias 0.1 V: I = 6.778 uA, I/V = 0.8748 (2e^2/h), power = 0.678 uW
    field over 2.0 nm = 0.50 MV/cm, barrier rise = 0.709 meV
  bias 0.4 V: I = 23.707 uA, I/V = 0.7649 (2e^2/h), power = 9.483 uW
    field over 2.0 nm = 2.00 MV/cm, barrier rise = 11.346 meV
  oxide wall 3.0 eV above band bottom: E1 = 0.5790 eV, equivalent hard radius = 0.6169 nm
    G at that hard radius = 1.0019 (2e^2/h)
  band mass 0.8 m_e: G = 0.1987 (2e^2/h)
  series resistance 1000 ohm: G = 0.8276 (2e^2/h)
\end{verbatim}
